\section*{Spin-orbit constants of d² and d³ terms from the diagonal sum rule}

\section*{Problem}

An atom has $n$ equivalent $d$ electrons outside closed shells. Its spin-orbit operator is taken as
\begin{equation}
H_{\rm so}=\zeta\sum_{i=1}^{n}\mathbf l_i\cdot\mathbf s_i ,\qquad \zeta>0,
\label{hso}
\end{equation}
in Hartree atomic units, with angular momenta in units of $\hbar$. The parameter $\zeta$ is an energy and is the same for all terms of the configuration. The eigenstates of the Coulomb repulsion are grouped into terms $^{2S+1}L$, and $H_{\rm so}$ is to be treated to first order within each term.

\begin{enumerate}
\item[(a)] Show that inside a term that occurs once in the configuration $H_{\rm so}$ acts as $A\,\mathbf L\cdot\mathbf S$. Derive a relation that gives the constants $A$ from diagonal elements between Slater determinants, without constructing the term states.
\item[(b)] Find the terms of $d^2$, and determine $A$ for each term where it has a meaning.
\item[(c)] Determine $A$ for $^4F$, $^4P$, $^2G$ and $^2H$ of $d^3$.
\item[(d)] Continue to lower $M_L$ in $d^3$. Where does the method stop giving individual constants?
\item[(e)] For the round model values $\zeta=0.001$, $F^2=0.30$ and $F^4=0.20$ hartree, where $F^2$ and $F^4$ are the Slater integrals of the $d$ shell, find the first-order levels of the terms in (b) and (c). Compare them with a full diagonalization of Coulomb repulsion plus $H_{\rm so}$ within the configuration.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The operator inside a term, and the sum rule}

Define the nine operators
\begin{equation}
T_{\mu\nu}=\sum_i l_{i\mu}s_{i\nu},\qquad \mu,\nu=x,y,z,
\qquad\text{so that}\qquad H_{\rm so}=\zeta\sum_\mu T_{\mu\mu}.
\end{equation}
Under rotations of the orbital coordinates alone, $T_{\mu\nu}$ transforms as a vector in the index $\mu$. Under rotations of the spins alone, it transforms as a vector in $\nu$. By the Wigner--Eckart theorem, the matrix elements of a vector operator within one multiplet of given $L$ are proportional to those of $\mathbf L$, and the same holds for spin with $\mathbf S$. Using the theorem once in each space gives, within a term that occurs once,
\begin{equation}
T_{\mu\nu}\to a\,L_\mu S_\nu ,\qquad
H_{\rm so}\to A\,\mathbf L\cdot\mathbf S,\qquad A=\zeta a .
\label{als}
\end{equation}
The number $a$ depends on the term but not on $M_L$ or $M_S$. If $L=0$ or $S=0$, a vector operator has no matrix elements within the multiplet. Both $H_{\rm so}$ and $\mathbf L\cdot\mathbf S$ then vanish in the term, and $A$ is undefined.

To find $A$ we need only diagonal elements. Write
\begin{equation}
\mathbf L\cdot\mathbf S=L_zS_z+\tfrac12\left(L_+S_-+L_-S_+\right).
\end{equation}
The ladder products change $M_L$ and $M_S$, so they have no diagonal element, and
\begin{equation}
\langle LSM_LM_S|H_{\rm so}|LSM_LM_S\rangle=A\,M_LM_S .
\label{diagterm}
\end{equation}

Now take a determinant built from spin orbitals with projections $m_i$ and $m_{si}=\pm\frac12$. The diagonal element of a one-electron operator is the sum of its diagonal elements over the occupied spin orbitals. The same decomposition for one electron, $\mathbf l\cdot\mathbf s=l_zs_z+\frac12(l_+s_-+l_-s_+)$, shows that only $l_zs_z$ contributes:
\begin{equation}
\langle D|H_{\rm so}|D\rangle=\zeta\sum_i m_i m_{si}.
\label{diagdet}
\end{equation}

Fix $M_L=\sum_i m_i$ and $M_S=\sum_i m_{si}$. The determinants $|D\rangle$ with these values form an orthonormal basis of the space with the given eigenvalues of $L_z$ and $S_z$. The term states $|k\rangle$ with the same $M_L$ and $M_S$ form another basis of that space. With $|D\rangle=\sum_kU_{kD}|k\rangle$ and $U$ unitary,
\begin{align}
\sum_D\langle D|H_{\rm so}|D\rangle
&=\sum_{k,k'}\Big(\sum_D U_{kD}^*U_{k'D}\Big)\langle k|H_{\rm so}|k'\rangle \nonumber\\
&=\sum_{k,k'}\delta_{kk'}\langle k|H_{\rm so}|k'\rangle
=\sum_k\langle k|H_{\rm so}|k\rangle .
\end{align}
Elements of $H_{\rm so}$ between different terms exist, but they drop out of this sum. Each term with $L\ge|M_L|$ and $S\ge|M_S|$ supplies one state $|k\rangle$. Inserting (\ref{diagterm}) and (\ref{diagdet}) gives the diagonal sum rule
\begin{equation}
\zeta\sum_{D}\sum_i m_im_{si}
=M_LM_S\sum_{\substack{L\ge|M_L|\\ S\ge|M_S|}}A(LS).
\label{sumrule}
\end{equation}
If $M_LM_S=0$ the right side vanishes whatever the constants are, so such a block gives no information. The procedure is to start at the largest $M_L$ for a given $M_S$, where few terms enter, and work downwards.

Below, $m^{\uparrow}$ and $m^{\downarrow}$ denote spin orbitals with $m_s=+\frac12$ and $-\frac12$.

\subsection*{(b) The configuration $d^2$}

First find the terms. For $M_S=1$ both spins are up and the two $m$ values must differ. The numbers of determinants with $M_L=3,2,1,0$ are $1,1,2,2$. A term adds one state to every $M_L\le L$, so the count rises by one at $M_L=3$ and again at $M_L=1$. The triplets are $^3F$ and $^3P$.

For $M_S=0$ one spin is up and one is down, with no restriction on the $m$ values. The numbers with $M_L=4,3,2,1,0$ are $1,2,3,4,5$. The $M_S=0$ states of the triplets account for $0,1,1,2,2$ of them. The remainder, $1,1,2,2,3$, rises at $M_L=4$, $2$ and $0$, which gives $^1G$, $^1D$ and $^1S$.

For the triplets use $M_S=1$. The block $M_L=3$ holds the single determinant $(2^\uparrow,1^\uparrow)$, and only $^3F$ has $L\ge3$:
\begin{equation}
\zeta\left(2\cdot\tfrac12+1\cdot\tfrac12\right)=\tfrac32\zeta
=3\cdot1\cdot A(^3F)
\quad\Longrightarrow\quad A(^3F)=\tfrac12\zeta .
\end{equation}
The block $M_L=1$ holds $(2^\uparrow,-1^\uparrow)$ and $(1^\uparrow,0^\uparrow)$. Their diagonal elements are $\zeta(1-\frac12)=\frac12\zeta$ and $\zeta(\frac12+0)=\frac12\zeta$. Both triplets enter:
\begin{equation}
\tfrac12\zeta+\tfrac12\zeta=A(^3F)+A(^3P)
\quad\Longrightarrow\quad A(^3P)=\zeta-\tfrac12\zeta=\tfrac12\zeta .
\end{equation}

For $^1G$, $^1D$ and $^1S$, part (a) shows that $H_{\rm so}$ vanishes within the term. There is no first-order splitting and no constant to determine.

The equality of the two triplet constants has a simple origin. When all spins are up, which requires $n\le5$ in a $d$ shell, every $m_{si}$ equals $\frac12$, and $\sum_i l_{iz}s_{iz}$ acts as $\frac12L_z$. A term of maximum spin $S=n/2$ therefore has the diagonal element $\frac12\zeta M_L$ at $M_S=S$. Setting this equal to $AM_LS$ gives, for $L>0$,
\begin{equation}
A=\frac{\zeta}{2S}\qquad (S=n/2).
\label{maxspin}
\end{equation}

\subsection*{(c) The configuration $d^3$}

\paragraph{Quartets.} For $M_S=\frac32$ the three $m$ values must all differ. The numbers of determinants with $M_L=3,2,1,0$ are again $1,1,2,2$, so the quartets are $^4F$ and $^4P$. At $M_L=3$ the determinant is $(2^\uparrow,1^\uparrow,0^\uparrow)$:
\begin{equation}
\tfrac12(2+1+0)\,\zeta=\tfrac32\zeta=3\cdot\tfrac32\,A(^4F)
\quad\Longrightarrow\quad A(^4F)=\tfrac13\zeta .
\end{equation}
At $M_L=1$ the determinants are $(2^\uparrow,1^\uparrow,-2^\uparrow)$ and $(2^\uparrow,0^\uparrow,-1^\uparrow)$, each with diagonal element $\frac12\zeta$:
\begin{equation}
\zeta=\tfrac32\left[A(^4F)+A(^4P)\right]
\quad\Longrightarrow\quad
A(^4P)=\tfrac23\zeta-\tfrac13\zeta=\tfrac13\zeta .
\end{equation}
Both values agree with (\ref{maxspin}) for $S=\frac32$.

\paragraph{Doublets.} For $M_S=\frac12$ two spins are up and one is down. The two up electrons have different $m$ values, so their sum is at most $2+1=3$. The down electron has $m\le2$, so the largest $M_L$ is $5$. It is reached by one determinant, $(2^\uparrow,2^\downarrow,1^\uparrow)$. The quartets have $L\le3$ and cannot enter, so this determinant belongs to a $^2H$ term:
\begin{equation}
\zeta\left(2\cdot\tfrac12-2\cdot\tfrac12+1\cdot\tfrac12\right)
=\tfrac12\zeta=5\cdot\tfrac12\,A(^2H)
\quad\Longrightarrow\quad A(^2H)=\tfrac15\zeta .
\end{equation}
The two electrons with $m=2$ contribute to $M_L$, but their spin-orbit energies cancel. Only the electron with $m=1$ supplies a net energy, while $M_L$ is $5$. This is why the constant is small.

At $M_L=4$ there are two determinants:
\begin{align}
(2^\uparrow,2^\downarrow,0^\uparrow):&\quad \zeta(1-1+0)=0,\\
(2^\uparrow,1^\uparrow,1^\downarrow):&\quad \zeta\left(1+\tfrac12-\tfrac12\right)=\zeta .
\end{align}
One of the two states in this block belongs to $^2H$, so the other belongs to a $^2G$ term. With $M_LM_S=4\cdot\frac12=2$,
\begin{equation}
\zeta=2\left[A(^2H)+A(^2G)\right]
\quad\Longrightarrow\quad
A(^2G)=\tfrac12\zeta-\tfrac15\zeta=\tfrac3{10}\zeta .
\end{equation}
Neither determinant needs to be a $^2G$ state for this result, because the rule uses only the sum of their diagonal elements.

\subsection*{(d) Where the individual constants stop}

Stay at $M_S=\frac12$ and let $m_d$ be the projection of the down electron. The up electrons then have total projection $M_L-m_d$, so each determinant has the diagonal element
\begin{equation}
\tfrac12\zeta(M_L-m_d)-\tfrac12\zeta m_d=\zeta\left(\tfrac12M_L-m_d\right).
\label{down}
\end{equation}
The number of pairs of up electrons with total projection $3,2,1,0,-1$ is $1,1,2,2,2$.

For $M_L=3$, the values $m_d=2,1,0$ leave pair sums $1,2,3$ and so occur $2,1,1$ times. The sum of (\ref{down}) is $\zeta[2(-\frac12)+\frac12+\frac32]=\zeta$. The four states belong to $^2H$, $^2G$, $^4F$ and one new term, $^2F$:
\begin{equation}
\zeta=\tfrac32\left[\tfrac15\zeta+\tfrac3{10}\zeta+\tfrac13\zeta+A(^2F)\right]
\quad\Longrightarrow\quad
A(^2F)=\tfrac23\zeta-\tfrac56\zeta=-\tfrac16\zeta .
\end{equation}
The negative sign means that the multiplet is inverted, with the largest $J$ lowest, although the shell is less than half full.

For $M_L=2$, the values $m_d=2,1,0,-1$ occur $2,2,1,1$ times. The sum is $\zeta[2(-1)+2(0)+1+2]=\zeta$. There are six states, and the terms already known account for four, so two $^2D$ terms appear together. Here $M_LM_S=1$, and the four known constants add up to $\frac56\zeta-\frac16\zeta=\frac23\zeta$. Hence
\begin{equation}
A(^2D)+A(^2D')=\zeta-\tfrac23\zeta=\tfrac13\zeta .
\end{equation}
The separate constants cannot be obtained from the sum rule. They depend on which combinations of the two $^2D$ states diagonalize the Coulomb repulsion, and so on $F^4/F^2$. The numerical values of $A/\zeta$ for the lower and upper $^2D$ term are $0.580$ and $-0.247$ at $F^4/F^2=0.667$, and $0.764$ and $-0.430$ at $F^4/F^2=0.333$. Their sum is $0.333$ in both cases.

The next block still gives a single constant. For $M_L=1$, the values $m_d=2,1,0,-1,-2$ occur $2,2,2,1,1$ times, and the sum is $\zeta[2(-\frac32)+2(-\frac12)+2(\frac12)+\frac32+\frac52]=\zeta$. The eight states are the previous six, one of $^4P$ and one of a new term $^2P$. With $M_LM_S=\frac12$ the constants must add up to $2\zeta$, so
\begin{equation}
A(^2P)=2\zeta-\tfrac23\zeta-\tfrac13\zeta-\tfrac13\zeta=\tfrac23\zeta ,
\end{equation}
where the three subtracted numbers belong to the first four terms, the $^2D$ pair and $^4P$. Only the sum for the $^2D$ pair was needed.

The terms $^2P$ and $^2H$ have the same Coulomb energy for all values of $F^2$ and $F^4$. They can still be treated separately in first order. The operator $H_{\rm so}$ connects only states of equal $J$, and $^2P$ has $J=\frac12,\frac32$ while $^2H$ has $J=\frac92,\frac{11}2$.

\subsection*{(e) Levels and the limits of first order}

From $\mathbf J=\mathbf L+\mathbf S$ we have $\mathbf J^2=\mathbf L^2+\mathbf S^2+2\mathbf L\cdot\mathbf S$. The first-order shift is therefore
\begin{equation}
E_J=\tfrac12A\left[J(J+1)-L(L+1)-S(S+1)\right],
\end{equation}
and neighbouring levels obey
\begin{equation}
E_J-E_{J-1}=\tfrac12A\left[J(J+1)-(J-1)J\right]=AJ .
\end{equation}

With $\zeta=1000$ microhartree, the constants are $500$ microhartree ($109.7~{\rm cm}^{-1}$) for $^3F$ and $^3P$, $333$ ($73.2~{\rm cm}^{-1}$) for $^4F$ and $^4P$, $300$ ($65.8~{\rm cm}^{-1}$) for $^2G$, and $200$ ($43.9~{\rm cm}^{-1}$) for $^2H$. As an example, $^2H$ has $L(L+1)+S(S+1)=30.75$, so
\begin{align}
E_{11/2}&=100\,(35.75-30.75)=500\ \text{microhartree},\\
E_{9/2}&=100\,(24.75-30.75)=-600\ \text{microhartree}.
\end{align}

The table lists all shifts in microhartree, measured from the energy of the term under Coulomb repulsion alone.

\begin{center}
\begin{tabular}{llrr}
Term & $J$ & First order & Full \\
$^3F$ & 2 & $-2000$ & $-2045$ \\
 & 3 & $-500$ & $-500$ \\
 & 4 & $1500$ & $1487$ \\
$^3P$ & 0 & $-1000$ & $-1043$ \\
 & 1 & $-500$ & $-500$ \\
 & 2 & $500$ & $778$ \\
$^4F$ & 3/2 & $-2000$ & $-2048$ \\
 & 5/2 & $-1167$ & $-1190$ \\
 & 7/2 & $0$ & $-13$ \\
 & 9/2 & $1500$ & $1460$ \\
$^4P$ & 1/2 & $-833$ & $-896$ \\
 & 3/2 & $-333$ & $-495$ \\
 & 5/2 & $500$ & $474$ \\
$^2G$ & 7/2 & $-750$ & $-752$ \\
 & 9/2 & $600$ & $495$ \\
$^2H$ & 9/2 & $-600$ & $-455$ \\
 & 11/2 & $500$ & $500$
\end{tabular}
\end{center}

Here ``full'' means full within the one configuration and with the operator (\ref{hso}). Other configurations, spin-other-orbit and spin-spin interactions are left out of both columns.

The differences come from elements of $H_{\rm so}$ between terms. Since $H_{\rm so}$ commutes with $\mathbf J$, it mixes only states of equal $J$. In $d^2$ the value $J=3$ occurs only in $^3F$ and $J=1$ only in $^3P$. In $d^3$ the value $J=\frac{11}2$ occurs only in $^2H$. These three levels have nothing to mix with, and their first-order shifts are unchanged.

Among the tabulated levels the largest change is that of $^3P_2$, from $500$ to $778$ microhartree, or $56\%$ of the first-order shift. (Some $d^3$ levels of part (d), not tabulated, move more: $^2P_{3/2}$ goes from $333$ to $-76$ microhartree and the lower $^2D_{3/2}$ from $-870$ to $-263$.) The other $J=2$ levels are $^3F_2$ and $^1D_2$. The first does not couple to $^3P_2$: with both spins up, $T_{\mu z}=\frac12L_\mu$, which cannot connect different $L$, and the Wigner--Eckart theorem in spin space carries this zero over to all other components. The direct coupling is thus to $^1D_2$ alone. In second order it shifts $^3P_2$ by
\begin{equation}
\frac{|\langle{}^1D_2|H_{\rm so}|{}^3P_2\rangle|^2}{E(^3P)-E(^1D)} ,
\end{equation}
where the squared element is $2.1\,\zeta^2$ and, for these Slater integrals, $^1D$ lies $0.0068$ hartree below $^3P$. This gives an upward shift of $309$ microhartree; third and higher orders reduce it to the $278$ seen in the table. The interval rule suffers accordingly. The ratio of the upper to the lower interval of $^3P$ should be $2$, but the full levels give $1278/543=2.35$. This value depends strongly on $F^4/F^2$, because the gap between $^3P$ and $^1D$ closes at $F^4/F^2=0.75$: with the same $\zeta$ and $F^2$ the ratio is $2.18$ at $F^4/F^2=0.62$ and $2.63$ at $0.70$.

For first order to give a good splitting, the elements of $H_{\rm so}$ between terms must be small compared with the separations of the terms they connect. In addition, the second-order shifts, which are sums of squares of these elements divided by the separations, must differ between the levels of a term by amounts small compared with the first-order splitting. A shift common to all levels of the term leaves the splitting unchanged. It is not enough that $\zeta$ is small compared with the whole spread of the configuration. The corrections start at order $\zeta^2$: when $\zeta$ is reduced from $10^{-4}$ to $10^{-5}$ hartree, the largest error among the tabulated levels falls by a factor of $99.3$, close to the factor $100$ of a quadratic law.

The numerical check also builds the many-electron matrices and confirms that $H_{\rm so}$ equals $A\,\mathbf L\cdot\mathbf S$ as a whole matrix, not merely on its diagonal, in every term that occurs once and has $L,S>0$.

\section*{Computed results}
\begin{verbatim}
zeta = 0.0010 hartree = 219.47 cm^-1
F2 = 0.30 hartree, F4 = 0.20 hartree
Determinants, a = spin up, b = spin down; values in zeta:
d2 ML=3 MS=1: (2a,1a): 3/2; sum 3/2
d2 ML=1 MS=1: (2a,-1a): 1/2; (1a,0a): 1/2; sum 1
d3 ML=3 MS=3/2: (2a,1a,0a): 3/2; sum 3/2
d3 ML=1 MS=3/2: (2a,1a,-2a): 1/2; (2a,0a,-1a): 1/2; sum 1
d3 ML=5 MS=1/2: (2a,2b,1a): 1/2; sum 1/2
d3 ML=4 MS=1/2: (2a,2b,0a): 0; (2a,1a,1b): 1; sum 1
A from the sum rule:
d2 3F: 1/2 zeta = 500.00 microhartree = 109.74 cm^-1
d2 3P: 1/2 zeta = 500.00 microhartree = 109.74 cm^-1
d2 1G: L.S = 0, no first-order splitting
d2 1D: L.S = 0, no first-order splitting
d2 1S: L.S = 0, no first-order splitting
d3 4F: 1/3 zeta = 333.33 microhartree = 73.16 cm^-1
d3 4P: 1/3 zeta = 333.33 microhartree = 73.16 cm^-1
d3 2H: 1/5 zeta = 200.00 microhartree = 43.89 cm^-1
d3 2G: 3/10 zeta = 300.00 microhartree = 65.84 cm^-1
d3 2F: -1/6 zeta = -166.67 microhartree = -36.58 cm^-1
d3 2D: 1/3 zeta = 333.33 microhartree = 73.16 cm^-1 (sum of two terms)
d3 2P: 2/3 zeta = 666.67 microhartree = 146.32 cm^-1
Level shifts in microhartree: first order | full diagonalization
d2 3F J=2: -2000.00 | -2045.26
d2 3F J=3: -500.00 | -500.00
d2 3F J=4: 1500.00 | 1486.93
d2 3P J=0: -1000.00 | -1043.12
d2 3P J=1: -500.00 | -500.00
d2 3P J=2: 500.00 | 778.46
d3 4F J=3/2: -2000.00 | -2048.17
d3 4F J=5/2: -1166.67 | -1189.74
d3 4F J=7/2: 0.00 | -12.82
d3 4F J=9/2: 1500.00 | 1459.77
d3 4P J=1/2: -833.33 | -896.26
d3 4P J=3/2: -333.33 | -495.12
d3 4P J=5/2: 500.00 | 473.79
d3 2G J=7/2: -750.00 | -751.85
d3 2G J=9/2: 600.00 | 495.08
d3 2H J=9/2: -600.00 | -454.85
d3 2H J=11/2: 500.00 | 500.00
Largest error, zeta/10 over zeta/100: ratio 99.3
d3 2D pair, F4/F2=0.667: A/zeta lower 0.5802, upper -0.2469, sum 0.3333
d3 2D pair, F4/F2=0.333: A/zeta lower 0.7638, upper -0.4304, sum 0.3333
\end{verbatim}
